# Does electronic friction slow hydrogen at a migration barrier in a metal?

## Problem

An interstitial hydrogen atom in a metal crosses a migration barrier of angular frequency $\omega_b=10^{14}\ \mathrm{s^{-1}}$. Electron–hole pairs damp its velocity at the rate $\gamma=1\ \mathrm{ps^{-1}}$.

(a) Find the Kramers transmission factor.

(b) Decide whether the thermalisation that this factor presupposes can be supplied by the electrons alone.

(c) Compare the damping with the quantum effects and barrier errors that also enter the rate.

Use 300 K and a periodic row of wells with spacing $d=0.2687$ nm. This is the distance between neighbouring octahedral sites in an fcc metal with lattice constant 0.38 nm, a rough value for rhodium.

## Solution

### Model and reference rate

The algebra uses atomic units, so $\hbar=1$, and $T$ denotes the thermal energy. The proton, of mass $M$, follows

$$M\ddot x=-V'(x)-M\gamma\dot x+R(t),\qquad \langle R(t)R(t')\rangle=2M\gamma T\,\delta(t-t').$$

Thus $\gamma$ is the decay rate of the velocity of a free particle. The friction is assumed independent of position and without memory. The strength of the noise is fixed by the requirement that the atom reach equilibrium at temperature $T$.

Transition-state theory (TST) counts every forward crossing of the saddle as one successful hop. Let $k$ be the resulting rate in one direction. Independent hops of length $d$, at rate $k$ each way, give a mean square displacement $2kd^2t$. In one dimension this equals $2Dt$, so $D_{\rm TST}=kd^2$.

### (a) Recrossing at the saddle

Let $y=x-x_b$ be the distance from the saddle. There the force is $+M\omega_b^2y$, and

$$\ddot y+\gamma\dot y-\omega_b^2y=R/M.$$

Without noise, $y\propto e^{st}$ requires $s^2+\gamma s-\omega_b^2=0$. The roots are $\lambda>0$ and $-\mu<0$, with

$$\lambda=\sqrt{\omega_b^2+\gamma^2/4}-\gamma/2 .$$

The response to a unit initial velocity is $a(t)=(e^{\lambda t}-e^{-\mu t})/(\lambda+\mu)$. An atom starting at $y=0$ with velocity $v$ therefore has a Gaussian position distribution, with mean $va(t)$ and variance

$$s^2(t)=\frac{2\gamma T}{M}\int_0^t a^2(t')\,dt'.$$

At long times $a\to e^{\lambda t}/(\lambda+\mu)$, and the integral tends to $a^2/(2\lambda)$. Hence $s^2/a^2\to\gamma T/(M\lambda)$.

Measure velocity in units of $\sqrt{T/M}$, $w=v/\sqrt{T/M}$, and set $\rho^2=\gamma/\lambda$. The probability of ending on the product side is $\Phi(w/\rho)$, where $\Phi$ is the cumulative normal distribution.

The rate is the thermal flux through the saddle, weighted by this probability. Backward crossings count negatively, so a path that crosses several times and ends as product contributes one net crossing if it began as reactant, and none if it began as product. The forward TST flux has the normalisation $\int_0^\infty we^{-w^2/2}dw=1$. Therefore

$$\kappa=\int_{-\infty}^{\infty}we^{-w^2/2}\Phi(w/\rho)\,dw .$$

Integrate by parts, using $we^{-w^2/2}=-\,d(e^{-w^2/2})/dw$. The boundary terms vanish:

$$\kappa=\frac{1}{\rho\sqrt{2\pi}}\int_{-\infty}^{\infty}
e^{-w^2(1+1/\rho^2)/2}dw=\frac1{\sqrt{1+\gamma/\lambda}} .$$

Dividing the equation for $\lambda$ by $\lambda^2$ gives $1+\gamma/\lambda=\omega_b^2/\lambda^2$. With $g=\gamma/\omega_b$,

$$\boxed{\kappa=\frac{\lambda}{\omega_b}=\sqrt{1+\frac{g^2}{4}}-\frac g2}$$

For weak friction $\kappa\simeq1-g/2$; for strong friction $\kappa\simeq1/g$. Here $g=10^{12}/10^{14}=0.01$, so

$$\kappa=\sqrt{1.000025}-0.005=0.995 .$$

Recrossing lowers the rate by 0.5%. The same reduction would follow from raising the barrier by $-T\ln\kappa=0.02585\times0.0050=0.00013$ eV. If the quoted rate were the amplitude decay rate of a weakly damped oscillator, which is $\gamma/2$, then $\gamma$ would be $2\ \mathrm{ps^{-1}}$ and $\kappa=0.990$. The conclusion about drag does not depend on that convention.

### (b) Does the atom stop after crossing?

The factor $\kappa$ assumes that atoms arrive with a thermal distribution and settle after crossing. Small $g$ makes recrossing rare, but it also makes energy exchange slow. To test the assumption, take

$$V(x)=E_b\sin^2(\pi x/d).$$

At $x=d/2$ its curvature is $-2\pi^2E_b/d^2$. Equating this to $-M\omega_b^2$ gives

$$E_b=\frac{M\omega_b^2d^2}{2\pi^2}=0.382\ \mathrm{eV}.$$

At 300 K, $E_b/T=14.8$.

An atom with energy $E_b$ crosses one well with action

$$S=\int_{-d/2}^{d/2}\sqrt{2M(E_b-V)}\,dx
=\sqrt{2ME_b}\int_{-d/2}^{d/2}\cos\frac{\pi x}{d}\,dx
=\frac{2d}{\pi}\sqrt{2ME_b}.$$

The curvature relation gives $d/\pi=\sqrt{2E_b/M}/\omega_b$, hence $S=4E_b/\omega_b$. Drag removes energy at the rate $M\gamma v^2$. Since $v^2dt=v\,dx$, the loss in one crossing, to first order in $\gamma$, is

$$\Delta E=\gamma\int Mv\,dx=\gamma S=4gE_b
=4(0.01)(0.382)=0.0153\ \mathrm{eV}.$$

This is only 0.59 of the thermal energy. When friction is weak enough for recrossing at the saddle to be rare, settling in the first well is assured if $\Delta E/T\gg1$. An electronic friction of $1\ \mathrm{ps^{-1}}$ alone does not meet this condition. The loss is proportional to $\gamma$, so a tenfold larger friction would give $\Delta E/T\approx6$.

**Diffusion without the assumption.** Use $q=2\pi x/d$, velocity in units of $\sqrt{T/M}$, and the matching time unit. Apart from a constant, the scaled potential is $U=-(B/2)\cos q$, with $B=E_b/T$. The scaled barrier frequency is $\sqrt{B/2}$ and the scaled friction is $\Gamma=g\sqrt{B/2}$.

Let $\varphi(q,v)$ be the mean future displacement of an atom now at $(q,v)$. In a short time $dt$ the atom moves $v\,dt$, and the remaining displacement is the average of $\varphi$ at its new state. This gives the backward Klein–Kramers equation

$$\left[v\partial_q-U'\partial_v+\Gamma(\partial_v^2-v\partial_v)\right]\varphi=-v .$$

Because $D=\int_0^\infty\langle v(0)v(t)\rangle dt$, the scaled diffusion coefficient is $\langle v\varphi\rangle$ in equilibrium.

Expand $\varphi=\sum_n c_n(q)h_n(v)$ in orthonormal Hermite polynomials. They satisfy $vh_n=\sqrt{n+1}\,h_{n+1}+\sqrt n\,h_{n-1}$ and $\partial_vh_n=\sqrt n\,h_{n-1}$, and the friction operator multiplies $h_n$ by $-\Gamma n$. Write $c_n=e^{U/2}a_n$ and $A=\partial_q+U'/2$. On periodic functions $A^{\mathsf T}=-\partial_q+U'/2$. Collecting the coefficient of $h_n$ gives

$$\sqrt n\,Aa_{n-1}-\sqrt{n+1}\,A^{\mathsf T}a_{n+1}-\Gamma na_n
=-\delta_{n1}e^{-U/2}.$$

For $n\ge2$, elimination from high order downward gives $R_na_n=\sqrt n\,Aa_{n-1}$, where

$$R_n=\Gamma n+(n+1)A^{\mathsf T}R_{n+1}^{-1}A .$$

At $n=1$ the same elimination leaves $R_1a_1=Aa_0+e^{-U/2}$. The $n=0$ equation is $A^{\mathsf T}a_1=0$, so $a_1=Ke^{U/2}$. Multiply the $n=1$ equation by $e^{U/2}$ and integrate over a period. The $a_0$ term vanishes because $A^{\mathsf T}e^{U/2}=0$, leaving

$$K\int e^{U/2}R_1e^{U/2}dq=2\pi .$$

With $Z=\int e^{-U}dq$, the diffusion coefficient is $\langle c_1\rangle=2\pi K/Z$. The TST value is the squared period times the forward flux, $(2\pi)^2e^{-U_{\rm top}}/(\sqrt{2\pi}Z)$. Their ratio is

$$\frac{D}{D_{\rm TST}}=
\frac{\sqrt{2\pi}\,e^{U_{\rm top}}}{\int e^{U/2}R_1e^{U/2}dq}.$$

Evaluated with 600 velocity functions and 91 positions, it gives the last column below. Refinement to 900 and 121 changed the first entry by less than 1%. The barrier, its frequency and the temperature are held fixed.

| Total friction (ps⁻¹) | $\kappa$ | $D/D_{\rm TST}$ |
|---:|---:|---:|
| 1 | 0.995 | 4.6 |
| 3 | 0.985 | 2.07 |
| 10 | 0.951 | 1.12 |
| 30 | 0.861 | 0.87 |
| 100 | 0.618 | 0.62 |

The first row treats electrons as the sole bath. The others represent additional energy exchange, for example with the lattice, by a larger memoryless friction. At 30 and 100 ps⁻¹ diffusion follows $\kappa$ closely. At 1 ps⁻¹ it is 4.6 times the TST value, although $\kappa$ is almost one.

**Where the excess comes from.** Long-time displacement equals $d$ times the net number of saddles crossed, apart from a bounded remainder. One factor of displacement in $\langle(\Delta x)^2\rangle=2Dt$ can therefore be replaced by this count. Each crossing is then weighted by the atom's total displacement, past and future. Time reversal and reflection symmetry make the two halves contribute equally, as do forward and backward crossings. If $\bar F$ is the mean future displacement after a forward thermal crossing, then

$$2D=4kd\bar F,\qquad \frac{D}{D_{\rm TST}}=\frac{2\bar F}{d}.$$

An atom that stops in the first well has $F=d/2$ and gives one, as it should. The ratio 4.6 means $\bar F=2.3d$.

An independent simulation of 8000 such flights gave $4.73\pm0.09$, where the uncertainty is one standard error. Only 33% of the atoms settled in the first well; 57% went farther and 10% ended behind the saddle. At 10 ps⁻¹, 88% settled in the first well. Long flights thus produce the excess.

The returns also show what $\kappa$ omits. Let $p$ be the fraction of forward crossings that end behind a purely parabolic saddle. By symmetry the same fraction of backward crossings ends in front, so $\kappa=(1-p)-p$ and $p=(1-\kappa)/2=0.0025$. The simulated 10% is far larger. Most returning atoms must therefore have left the parabolic region before turning back.

At 600 K, with $\gamma$ and the potential unchanged, $\Delta E/T$ is halved and $D/D_{\rm TST}$ rises to 7.9. Heating makes thermalisation by this fixed friction less complete relative to $T$.

### (c) Quantum effects and barrier errors

**Tunnelling.** Let $\nu=(E-E_b)/\omega_b$ and $z=\sqrt{M\omega_b}\,y$. Near the saddle the Schrödinger equation is $\psi''+(z^2+2\nu)\psi=0$. The transmitted wave is $t\,z^{i\nu-1/2}e^{iz^2/2}$ at large positive $z$. Continue it through the upper half of the complex plane to negative $z$. It becomes the reflected wave, whose coefficient acquires the factor $(e^{i\pi})^{i\nu-1/2}$, of modulus $e^{-\pi\nu}$. The incident wave is exponentially smaller than this term in the last quarter-plane, so it does not alter the coefficient. Thus $|r|^2=|t|^2e^{-2\pi\nu}$, and $|r|^2+|t|^2=1$ gives

$$P(E)=\frac1{1+e^{-2\pi\nu}}.$$

The quantum flux divided by the classical flux is $T^{-1}\int P\,e^{-(E-E_b)/T}dE$. Put $\eta=2\pi\nu$ and $p_T=\omega_b/(2\pi T)$. The factor is $p_TI$, with

$$I=\int_{-\infty}^{\infty}\frac{e^{-p_T\eta}}{1+e^{-\eta}}d\eta .$$

For $0<p_T<1$, shifting the contour by $2\pi i$ multiplies the integrand by $e^{-2\pi ip_T}$ and encloses the pole at $i\pi$, whose residue is $e^{-i\pi p_T}$. Hence $I(1-e^{-2\pi ip_T})=2\pi ie^{-i\pi p_T}$, or $I=\pi/\sin(\pi p_T)$. With $u=\omega_b/(2T)=\pi p_T$,

$$f_{\rm tun}=\frac{u}{\sin u}.$$

The barrier quantum is 0.0658 eV, so $u=0.0658/(2\times0.02585)=1.27$ and $f_{\rm tun}=1.33$. A numerical scattering calculation for one cosine hump gives 1.34. The parabolic formula diverges at $T=\omega_b/(2\pi)$, or 122 K, where deep tunnelling must be treated with the full barrier shape. At 600 K the factor is only 1.07.

**Well quantisation.** The cosine well has the same frequency at its bottom as at its top. Its harmonic partition functions are $1/(2\sinh u)$ in quantum mechanics and $T/\omega_b=1/(2u)$ classically. The rate is inversely proportional to the well partition function, so quantisation multiplies it by $\sinh u/u=1.29$. Diagonalising the cosine potential gives 1.27. Together with tunnelling in the cosine hump, the factor along the path is 1.69.

**Transverse vibrations.** Two modes perpendicular to the path can reverse this increase if they stiffen at the saddle. Suppose, for size only, that each has frequency $\omega_b$ in the well and $1.5\omega_b$ at the saddle. Relative to the classical rate with the same frequencies, the quantum correction is

$$\left[\frac{\sinh u/u}{\sinh(1.5u)/(1.5u)}\right]^2=0.56 .$$

Multiplied by 1.69, this gives 0.95. The near cancellation results from the assumed stiffening and is not a general property.

**Barrier energy.** An error of 0.05 eV, again taken for size, changes the rate by $e^{0.05/0.02585}=6.9$. This is much larger than the 0.5% drag correction. For an electronic-structure calculation of this hop, the barrier and the vibrational frequencies deserve attention before drag at the saddle.

### The real metal and the verdict

The site spacing is roughly that of rhodium, but the friction and barrier frequency are given inputs. The barrier of 0.38 eV follows from the proton mass, the barrier frequency, the spacing and the cosine shape. It is not a calculated or measured rhodium barrier. In an fcc metal the path between octahedral sites normally bends through a tetrahedral site, whereas the model is straight. Bends can deflect an energetic atom and shorten its flights. If every forward-crossing atom stopped in the next well, $D/D_{\rm TST}$ would fall from 4.6 to 1. Atoms sent back over the saddle they have just crossed would lower it further. Moving metal atoms add energy exchange and can also change the barrier during the hop; the larger frictions in the table represent only the first effect. The flights are also classical, although the barrier quantum is about 2.5 times the thermal energy at 300 K. Quantum reflection just above each later saddle can shorten them, an effect not contained in the rate factors of part (c). The value 4.6 is therefore a classical diagnosis of an electron-only bath, not a prediction for rhodium.

Nonadiabatic damping does not matter appreciably as drag at this saddle: $\kappa=0.995$. It can matter as a source of thermalisation if other energy exchange is weak and the path is straight enough for long flights. In this straight classical model a total friction of 10 ps⁻¹ already brings diffusion within about 12% of TST, while much stronger friction makes recrossing important. The numerical output lists the values used here.

## Numbers as computed

```
INPUTS AND MODEL
electronic friction rate: 1.0 ps^-1
barrier angular frequency: 1.0e+14 s^-1
rough Rh lattice constant: 0.38 nm
octahedral-site spacing: 0.2687 nm
temperature: 300 K
thermal energy: 0.02585 eV
model barrier: 0.3819 eV
barrier / thermal energy: 14.771 (no unit)
one-way harmonic TST hop rate: 6.123e+06 s^-1
DRAG AT THE SADDLE
gamma / omega_b: 0.0100 (no unit)
Kramers factor: 0.995012 (no unit)
factor from flux average: 0.995012 (no unit)
rate reduction: 0.499 percent
equivalent barrier increase: 0.000129 eV
factor if friction is doubled: 0.990050 (no unit)
THERMALISATION
energy loss per well crossing: 0.01527 eV
loss / thermal energy: 0.5908 (no unit)
total friction (ps^-1), Kramers factor, D/D_TST at 300 K:
      1  0.9950  4.602
      3  0.9851  2.073
     10  0.9512  1.122
     30  0.8612  0.866
    100  0.6180  0.616
flights at 1 ps^-1: D/D_TST = 4.727 +/- 0.087 (no unit)
  landing fractions, first well / behind saddle / farther on: 0.327 / 0.104 / 0.569
flights at 10 ps^-1: D/D_TST = 1.112 +/- 0.009 (no unit)
  landing fractions, first well / behind saddle / farther on: 0.883 / 0.035 / 0.083
D/D_TST at 600 K and 1 ps^-1: 7.850 (no unit)
NEGLECTED EFFECTS AT 300 K UNLESS STATED
barrier quantum hbar*omega_b: 0.06582 eV
tunnelling crossover: 121.6 K
parabolic tunnelling factor: 1.332 (no unit)
cosine-hump tunnelling factor: 1.337 (no unit)
harmonic well quantum factor: 1.293 (no unit)
cosine-well quantum factor: 1.265 (no unit)
path quantum factor: 1.692 (no unit)
assumed transverse stiffening: 1.5 (no unit)
two-mode transverse quantum factor: 0.559 (no unit)
parabolic tunnelling factor at 600 K: 1.071 (no unit)
assumed barrier error: 0.05 eV
rate factor from that error: 6.92 (no unit)
```
